# Finite-difference ground-energy error in a hard-wall well: verification in Python

```python
"""Ground-energy error of a finite-difference hard-wall well.

Result under test: for a well of width L with both walls on mesh nodes,
the three-point scheme with spacing h = L/N gives a ground energy E_h with
  theta^2/12 - theta^4/360 < (E - E_h)/E < theta^2/12,  theta = pi h/L,
where E = hbar^2 pi^2/(2 m L^2). The error is quadratic in h at leading order.
N: number of mesh intervals; m: particle mass; error means E - E_h.
Energies are in meV and lengths in nm.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

width = 5.0          # nm
mass_ratio = 0.2     # particle mass / electron mass
target = 0.01        # meV, wanted discretization error
meshes = [10, 20, 40, 80, 160, 320]

# hbar^2/(2m) in meV nm^2
kinetic = (const.hbar**2 / (2 * mass_ratio * const.m_e)
           / const.e * 1e3 * 1e18)
exact = kinetic * (math.pi / width)**2


def hopping(spacing):
    return kinetic / spacing**2


def lowest_levels(unknowns, spacing, count=1):
    """Lowest eigenvalues of the three-point kinetic-energy matrix."""
    t = hopping(spacing)
    return eigh_tridiagonal(
        np.full(unknowns, 2 * t), np.full(unknowns - 1, -t),
        eigvals_only=True, select='i', select_range=(0, count - 1))


def rounding_allowance(spacing):
    """Rounding scale: machine epsilon times matrix norm, with a margin."""
    return 50 * np.finfo(float).eps * 4 * hopping(spacing)


# Continuum ground level by shooting: u'' = -lam u, u(0) = u(1) = 0.
def end_value(lam):
    sol = solve_ivp(lambda x, y: [y[1], -lam * y[0]], (0, 1), [0.0, 1.0],
                    method='DOP853', rtol=1e-11, atol=1e-13)
    return sol.y[0, -1]


lam_shoot = brentq(end_value, 5.0, 15.0, xtol=1e-12)
shoot_energy = kinetic * lam_shoot / width**2
assert abs(shoot_energy / exact - 1) < 1e-8

# Series of E_h/E obtained symbolically.
th = sp.symbols('theta', positive=True)
series = sp.series(2 * (1 - sp.cos(th)) / th**2, th, 0, 6).removeO()
assert sp.simplify(series - (1 - th**2 / 12 + th**4 / 360)) == 0

# Whole spectrum and ground eigenvector on a small mesh.
n_small = 20
h_small = width / n_small
t_small = hopping(h_small)
values, vectors = eigh_tridiagonal(
    np.full(n_small - 1, 2 * t_small), np.full(n_small - 2, -t_small))
index = np.arange(1, n_small)
formula_spectrum = 4 * t_small * np.sin(index * math.pi / (2 * n_small))**2
assert np.max(np.abs(values - formula_spectrum)) < rounding_allowance(h_small)
sampled = np.sin(math.pi * index / n_small)
sampled /= np.linalg.norm(sampled)
ground = vectors[:, 0] * np.sign(vectors[0, 0])
vector_difference = np.max(np.abs(ground - sampled))
assert vector_difference < 1e-10

# Ground energies on successively refined meshes.
energies, errors = [], []
for n in meshes:
    h = width / n
    energy = lowest_levels(n - 1, h)[0]
    slack = rounding_allowance(h)
    assert abs(energy - 4 * hopping(h) * math.sin(math.pi / (2 * n))**2) < slack
    theta = math.pi / n
    error = exact - energy
    assert error < exact * theta**2 / 12 + slack
    assert error > exact * (theta**2 / 12 - theta**4 / 360) - slack
    energies.append(energy)
    errors.append(error)
orders = [math.log2(a / b) for a, b in zip(errors, errors[1:])]
assert all(abs(p - 2) < 0.005 for p in orders)
assert abs(orders[-1] - 2) < 1e-4
limit_coefficient = exact * math.pi**2 / (12 * width**2)

# Mesh needed for the target error.
n_real = math.pi * math.sqrt(exact / (12 * target))
n_needed = math.ceil(n_real)
error_needed = exact - lowest_levels(n_needed - 1, width / n_needed)[0]
n_less = n_needed - 1
error_less = exact - lowest_levels(n_less - 1, width / n_less)[0]
assert error_needed < target < error_less

# Extrapolation from pairs of meshes; coarse pairs stay above rounding.
extrap_energies = [(4 * energies[i + 1] - energies[i]) / 3 for i in range(3)]
extrap_errors = [exact - e for e in extrap_energies]
for n, err in zip(meshes, extrap_errors):
    predicted = exact * (math.pi / n)**4 / 1440
    assert abs(err / predicted - 1) < 0.01
extrap_orders = [math.log2(a / b)
                 for a, b in zip(extrap_errors, extrap_errors[1:])]
assert all(abs(p - 4) < 0.01 for p in extrap_orders)

# Error of the second level relative to that of the ground level.
n_level = 40
two = lowest_levels(n_level - 1, width / n_level, 2)
second_error = 4 * exact - two[1]
level_ratio = second_error / (exact - two[0])
assert abs(level_ratio - 16) < 0.02

# Wall nodes wrongly kept as unknowns: psi vanishes one cell outside.
wrong_errors = []
for n in meshes:
    wrong = exact - lowest_levels(n + 1, width / n)[0]
    assert abs(wrong * n / (4 * exact) - 1) < 3 / n
    wrong_errors.append(wrong)
wrong_orders = [math.log2(a / b)
                for a, b in zip(wrong_errors, wrong_errors[1:])]
assert abs(wrong_orders[-1] - 1) < 0.02

print(f"well width L = {width:.1f} nm")
print(f"mass = {mass_ratio:.1f} electron masses")
print(f"hbar^2/(2m) = {kinetic:.4f} meV nm^2")
print(f"exact ground energy E = {exact:.6f} meV")
print(f"exact ground energy E = {exact * 1e-3 * const.e:.5e} J")
print(f"ground energy by shooting = {shoot_energy:.6f} meV")
print(f"eigenvector minus sampled sine, N={n_small}: "
      f"max below 1e-10: {vector_difference < 1e-10}")
for n, e, err in zip(meshes, energies, errors):
    h = width / n
    print(f"N={n}: h={h:.6f} nm, E_h={e:.6f} meV")
    print(f"  error={err:.6f} meV, error/h^2={err / h**2:.5f} meV/nm^2")
print(f"limit of error/h^2 = {limit_coefficient:.5f} meV/nm^2")
for n, p in zip(meshes, orders):
    print(f"observed order, N={n} to {2 * n}: {p:.5f}")
print(f"target error = {target:.3f} meV")
print(f"N from quadratic law = {n_real:.3f}, rounded up = {n_needed}")
print(f"error at N={n_needed}: {error_needed:.6f} meV")
print(f"error at N={n_less}: {error_less:.6f} meV")
for n, e, err in zip(meshes, extrap_energies, extrap_errors):
    print(f"extrapolated N={n},{2 * n}: {e:.6f} meV, error={err:.3e} meV")
for n, p in zip(meshes, extrap_orders):
    print(f"extrapolated order, from coarse N={n} to {2 * n}: {p:.4f}")
print(f"second-level error at N={n_level}: {second_error:.6f} meV")
print(f"second/ground error ratio at N={n_level}: {level_ratio:.4f}")
for n, err in zip(meshes, wrong_errors):
    print(f"misplaced walls, N={n}: error={err:.5f} meV")
print(f"misplaced walls, order N={meshes[-2]} to {meshes[-1]}: "
      f"{wrong_orders[-1]:.4f}")
print("no test failed")
```

Running it gives:

```
well width L = 5.0 nm
mass = 0.2 electron masses
hbar^2/(2m) = 190.4991 meV nm^2
exact ground energy E = 75.206032 meV
exact ground energy E = 1.20493e-20 J
ground energy by shooting = 75.206032 meV
eigenvector minus sampled sine, N=20: max below 1e-10: True
N=10: h=0.500000 nm, E_h=74.589519 meV
  error=0.616513 meV, error/h^2=2.46605 meV/nm^2
N=20: h=0.250000 nm, E_h=75.051523 meV
  error=0.154509 meV, error/h^2=2.47215 meV/nm^2
N=40: h=0.125000 nm, E_h=75.167381 meV
  error=0.038651 meV, error/h^2=2.47367 meV/nm^2
N=80: h=0.062500 nm, E_h=75.196368 meV
  error=0.009664 meV, error/h^2=2.47405 meV/nm^2
N=160: h=0.031250 nm, E_h=75.203616 meV
  error=0.002416 meV, error/h^2=2.47415 meV/nm^2
N=320: h=0.015625 nm, E_h=75.205428 meV
  error=0.000604 meV, error/h^2=2.47417 meV/nm^2
limit of error/h^2 = 2.47418 meV/nm^2
observed order, N=10 to 20: 1.99644
observed order, N=20 to 40: 1.99911
observed order, N=40 to 80: 1.99978
observed order, N=80 to 160: 1.99994
observed order, N=160 to 320: 1.99999
target error = 0.010 meV
N from quadratic law = 78.648, rounded up = 79
error at N=79: 0.009910 meV
error at N=78: 0.010166 meV
extrapolated N=10,20: 75.205525 meV, error=5.076e-04 meV
extrapolated N=20,40: 75.206001 meV, error=3.178e-05 meV
extrapolated N=40,80: 75.206030 meV, error=1.987e-06 meV
extrapolated order, from coarse N=10 to 20: 3.9976
extrapolated order, from coarse N=20 to 40: 3.9994
second-level error at N=40: 0.618036 meV
second/ground error ratio at N=40: 15.9901
misplaced walls, N=10: error=23.27724 meV
misplaced walls, N=20: error=13.15783 meV
misplaced walls, N=40: error=7.02374 meV
misplaced walls, N=80: error=3.63260 meV
misplaced walls, N=160: error=1.84778 meV
misplaced walls, N=320: error=0.93192 meV
misplaced walls, order N=160 to 320: 0.9875
no test failed
```
